# Three-photon and two-photon annihilation of slow electron-positron pairs

**Question.** A dilute beam of positrons meets free electrons at relative velocity $v\ll c$. Both species are unpolarized and their spins are uncorrelated. Using tree-level quantum electrodynamics, compare the rates of annihilation into two and three photons.

Use $\hbar=c=m=1$, with $m$ the electron mass, $e^2=4\pi\alpha$ and metric $(+,-,-,-)$. Overall phases of amplitudes may be dropped. Take plane waves and the limit $v\to0$; part (f) examines this limit. With $N$ final photons and mean squared amplitude $\overline{|M|^2}$,
$$
\sigma_Nv=\frac{1}{4E_-E_+}\frac1{N!}\int\overline{|M_N|^2}\,d\Phi_N ,
$$
where $E_\pm\to1$, $d\Phi_N$ is the invariant phase space and $N!$ removes repeated counting of identical photons.

In the Dirac representation the spinors at rest are
$$
u=\sqrt2\begin{pmatrix}\xi\\0\end{pmatrix},\qquad
v_+=\sqrt2\begin{pmatrix}0\\\eta\end{pmatrix},\qquad
\eta=-i\sigma_2\chi^* ,
$$
where $\xi$ and $\chi$ are the electron and positron spin states. Photon $i$ has energy $\omega_i$, direction $\mathbf n_i$ and transverse polarization $\mathbf e_i$. Write $\mathbf e_i'=\mathbf n_i\times\mathbf e_i$, $s_i=\boldsymbol\sigma\cdot\mathbf e_i$ and $s_i'=\boldsymbol\sigma\cdot\mathbf e_i'$.

## (a) Two photons

*Find the amplitude, the spin state that contributes, and $\sigma_2v$.*

**Answer.** Let the electron, with $p=(1,\mathbf 0)$, first emit photon $a$. The propagator denominator is $(p-k_a)^2-1=-2\omega_a$. In the numerator, $p\cdot e_a=0$ and $\not p u=u$ give
$$
(\not p+1)\not e_a u=\not e_a(1-\not p)u=0 .
$$
Only $-\not k_a=-\omega_a\not n_a$ survives, with $\not n=\gamma^0-\boldsymbol\gamma\cdot\mathbf n$. The frequency cancels:
$$
\frac{(\not p-\not k_a+1)\not e_a u}{-2\omega_a}=\tfrac12\not n_a\not e_a u .
$$
Since $\not e=-\boldsymbol\gamma\cdot\mathbf e$ and $(\boldsymbol\sigma\cdot\mathbf n)(\boldsymbol\sigma\cdot\mathbf e)=i\boldsymbol\sigma\cdot\mathbf e'$,
$$
\not n_a\not e_a=-\begin{pmatrix}is_a'&s_a\\s_a&is_a'\end{pmatrix},\qquad
\not e_b\not n_a\not e_a\begin{pmatrix}\xi\\0\end{pmatrix}
=\begin{pmatrix}s_bs_a\xi\\-is_bs_a'\xi\end{pmatrix}. \tag{1}
$$
The row spinor is $\bar v_+=\sqrt2(0,-\eta^\dagger)$. Adding the two orderings therefore gives
$$
M_2=ie^2\eta^\dagger(s_2s_1'+s_1s_2')\xi .
$$
Momentum conservation requires $\mathbf n_1=-\mathbf n_2=\mathbf n$. Expand each product with $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$. The scalar parts are equal:
$$
\mathbf e_2\cdot(\mathbf n\times\mathbf e_1)=\mathbf e_1\cdot(-\mathbf n\times\mathbf e_2)=\mathbf n\cdot(\mathbf e_1\times\mathbf e_2).
$$
The vector parts cancel:
$$
\mathbf e_2\times(\mathbf n\times\mathbf e_1)=\mathbf n(\mathbf e_1\cdot\mathbf e_2),\qquad
\mathbf e_1\times(-\mathbf n\times\mathbf e_2)=-\mathbf n(\mathbf e_1\cdot\mathbf e_2).
$$
Thus
$$
M_2=2ie^2\,\mathbf n\cdot(\mathbf e_1\times\mathbf e_2)\,\eta^\dagger\xi .
$$

To identify the spin state, use $\eta^\dagger=\chi^Ti\sigma_2$. Then $\eta^\dagger\xi=\chi_\uparrow\xi_\downarrow-\chi_\downarrow\xi_\uparrow$, which is antisymmetric and selects the singlet. In contrast, $\sigma_a^T\sigma_2=-\sigma_2\sigma_a$ makes $i\sigma_2\sigma_a$ a symmetric matrix, so $\eta^\dagger\boldsymbol\sigma\xi$ selects the triplet. At threshold, two-photon annihilation comes from the singlet.

For linear polarizations, two of the four choices have perpendicular vectors and $|\mathbf n\cdot(\mathbf e_1\times\mathbf e_2)|=1$; the other two give zero. The spin sum of $|\eta^\dagger\xi|^2$ is $\mathrm{tr}\,1=2$. Hence $\sum|M_2|^2=4e^4\times2\times2=16e^4$, and the average over four initial spin states is $4e^4$.

After the momentum delta function is used, the phase space is
$$
\Phi_2=\int\frac{4\pi\omega^2d\omega}{(2\pi)^2\,4\omega^2}\,\delta(2-2\omega)=\frac1{8\pi}.
$$
Therefore
$$
\sigma_2v=\frac14\cdot\frac12\cdot4e^4\cdot\frac1{8\pi}=\frac{e^4}{16\pi}=\pi\alpha^2. \tag{2}
$$
The cross section itself grows as $1/v$, while the rate coefficient $\sigma_2v$ stays finite.

## (b) Three-photon amplitude

*Show that the threshold amplitude is $M_3=e^3\eta^\dagger\boldsymbol\sigma\cdot\mathbf V\xi$, and find $\mathbf V$.*

**Answer.** Let photons be emitted in the order $a,b,c$ along the electron line. The first propagator is simplified as before. Before the last vertex the line carries $k_c-p_+$, with $p_+=(1,\mathbf0)$, and the denominator is $-2\omega_c$. Since $\bar v_+(\not p_++1)=0$,
$$
\bar v_+\not e_c(1-\not p_+)=\bar v_+(1+\not p_+)\not e_c=0,
$$
$$
\frac{\bar v_+\not e_c(\not k_c-\not p_++1)}{-2\omega_c}
=-\tfrac12\bar v_+\not e_c\not n_c=\tfrac12\bar v_+\not n_c\not e_c .
$$
The last equality uses $\mathbf e_c\cdot\mathbf n_c=0$, which makes the two slashed vectors anticommute.

This ordering contributes $\frac14e^3\bar v_+\not n_c\not e_c\not e_b\not n_a\not e_au$. By (1), the lower component of the matrix product acting on $(\xi,0)^T$ is
$$
-\left[s_c(s_bs_a)+is_c'(-is_bs_a')\right]\xi=-(s_cs_bs_a+s_c's_bs_a')\xi .
$$
The minus sign in $\bar v_+$ cancels this one, and the two spinor normalizations give a factor 2:
$$
M_3=\frac{e^3}{2}\,\eta^\dagger\sum_{\text{6 orderings}}(s_cs_bs_a+s_c's_bs_a')\,\xi .
$$

Pair each ordering with its reverse. For $A=\boldsymbol\sigma\cdot\mathbf a$, and similarly $B,C$, repeated use of $AB+BA=2\mathbf a\cdot\mathbf b$ gives
$$
\begin{aligned}
ABC&=2(\mathbf b\cdot\mathbf c)A-ACB\\
&=2(\mathbf b\cdot\mathbf c)A-2(\mathbf a\cdot\mathbf c)B+CAB\\
&=2(\mathbf b\cdot\mathbf c)A-2(\mathbf a\cdot\mathbf c)B+2(\mathbf a\cdot\mathbf b)C-CBA .
\end{aligned}
$$
So $ABC+CBA$ has no part proportional to the unit matrix. The singlet drops out.

There are three pairs, labelled by the middle photon. Among the unprimed terms, $\mathbf e_i(\mathbf e_j\cdot\mathbf e_k)$ appears twice with a plus sign, when $i$ is at an end, and once with a minus sign, when $i$ is in the middle. Its net coefficient is one. In the primed products the end vectors carry primes and the middle vector does not. Collecting them gives
$$
\mathbf V=\sum_i\left\{\mathbf e_i\left[\mathbf e_j\cdot\mathbf e_k-\mathbf e_j'\cdot\mathbf e_k'\right]
+\mathbf e_i'\left[\mathbf e_j\cdot\mathbf e_k'+\mathbf e_j'\cdot\mathbf e_k\right]\right\}, \tag{3}
$$
where $j,k$ are the two photons other than $i$. The factor 2 from each pair cancels the prefactor $\frac12$, which proves the stated form. Three-photon annihilation at threshold comes from the triplet.

## (c) Polarization sum

*Sum $|M_3|^2$ over photon polarizations and both spins, in terms of $x_i=\omega_i$.*

**Answer.** Helicity vectors diagonalize the operation $\mathbf n\times$. For real orthonormal $\mathbf a,\mathbf b$ with $\mathbf b=\mathbf n\times\mathbf a$, an outgoing photon of helicity $\lambda=\pm1$ enters with $\mathbf e=(\mathbf a-i\lambda\mathbf b)/\sqrt2$. Since $\mathbf n\times\mathbf b=-\mathbf a$,
$$
\mathbf e'=\frac{\mathbf b+i\lambda\mathbf a}{\sqrt2}=i\lambda\mathbf e .
$$
Equation (3) is linear in each polarization, so it also holds for these complex vectors:
$$
\mathbf V=\sum_i\mathbf e_i(\mathbf e_j\cdot\mathbf e_k)
\left[1+\lambda_j\lambda_k-\lambda_i\lambda_j-\lambda_i\lambda_k\right].
$$
If all helicities agree, every bracket is zero. If photon $i$ has helicity opposite to the other two, its bracket is 4 and the other brackets vanish. Thus $\mathbf V=4\mathbf e_i(\mathbf e_j\cdot\mathbf e_k)$.

For the equal-helicity photons $j,k$, take $\mathbf a$ perpendicular to both directions. Then $\mathbf b_j\cdot\mathbf b_k=\cos\theta_{jk}$ and $|\mathbf e_j\cdot\mathbf e_k|=(1-\cos\theta_{jk})/2$. Another choice of $\mathbf a$ changes a phase. There are three choices of odd photon and two overall helicity signs, so
$$
\sum_{\rm pol}|\mathbf V|^2=2\sum_i16\left(\frac{1-\cos\theta_{jk}}2\right)^2
=8\sum_i(1-\cos\theta_{jk})^2 .
$$

The total four-momentum is $P=(2,\mathbf0)$. Squaring $P-k_i=k_j+k_k$ gives
$$
4-4x_i=2x_jx_k(1-\cos\theta_{jk}),\qquad
1-\cos\theta_{jk}=\frac{2(1-x_i)}{x_jx_k}.
$$
The spin sum is $\mathrm{tr}[(\boldsymbol\sigma\cdot\mathbf V)(\boldsymbol\sigma\cdot\mathbf V^*)]=2|\mathbf V|^2$. Consequently,
$$
\sum|M_3|^2=64e^6F,\qquad
F=\sum_i\left(\frac{1-x_i}{x_jx_k}\right)^2. \tag{4}
$$

## (d) Rate and ratio

*Integrate over the photon energies and obtain $\sigma_3/\sigma_2$. Evaluate both rates.*

**Answer.** Use the momentum delta function to remove $\mathbf k_3$. The overall orientation gives $4\pi$ and the azimuth of $\mathbf k_2$ about $\mathbf k_1$ gives $2\pi$. From $\omega_3^2=\omega_1^2+\omega_2^2+2\omega_1\omega_2\cos\theta_{12}$ follows $d\cos\theta_{12}=\omega_3d\omega_3/(\omega_1\omega_2)$. Hence
$$
d\Phi_3=\frac{8\pi^2\omega_1\omega_2\omega_3}{(2\pi)^5\,8\omega_1\omega_2\omega_3}
d\omega_1d\omega_2d\omega_3\,\delta(2-\textstyle\sum\omega_i)
\;\to\;\frac{dx_1dx_2}{32\pi^3}.
$$
The condition $|\cos\theta_{12}|\le1$ is the triangle inequality for the three energies. With total energy 2 it means $0\le x_i\le1$. If $I$ is the integral of $F$ over this region, then
$$
\sigma_3v=\frac14\cdot\frac16\cdot16e^6\cdot\frac{I}{32\pi^3}=\frac43\alpha^3I ,
$$
where $e^6=64\pi^3\alpha^3$ was used.

The three terms of $F$ integrate equally. For the term with $i=1$, set $y=1-x_1$, so that $x_2+x_3=1+y$ and $x_2$ runs from $y$ to 1. Squaring $1/(x_2x_3)=(1/x_2+1/x_3)/(1+y)$ gives
$$
\frac1{x_2^2x_3^2}=\frac1{(1+y)^2}\left[\frac1{x_2^2}+\frac1{x_3^2}
+\frac2{1+y}\left(\frac1{x_2}+\frac1{x_3}\right)\right].
$$
Exchanging $x_2$ and $x_3$ maps the interval onto itself, so
$$
\int_y^1\frac{dx_2}{x_2^2x_3^2}
=\frac2{(1+y)^2}\left[\frac{1-y}{y}-\frac{2\ln y}{1+y}\right].
$$
Multiplication by $3y^2$ and integration yield
$$
I=6\int_0^1\left[\frac{y(1-y)}{(1+y)^2}-\frac{2y^2\ln y}{(1+y)^3}\right]dy .
$$
The rational part is
$$
\int_0^1\left[-1+\frac3{1+y}-\frac2{(1+y)^2}\right]dy=3\ln2-2 .
$$
For the other part, put $L_n=\int_0^1\ln y\,(1+y)^{-n}dy$. Integration by parts, with antiderivatives that vanish at $y=0$, gives
$$
\begin{aligned}
L_1&=-\int_0^1\frac{\ln(1+y)}y\,dy=-\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}=-\frac{\pi^2}{12},\\
L_2&=-\int_0^1\frac{dy}{1+y}=-\ln2,\\
L_3&=-\frac12\int_0^1\frac{2+y}{(1+y)^2}\,dy=-\frac12\left(\ln2+\frac12\right).
\end{aligned}
$$
The alternating sum is half of $\sum n^{-2}=\pi^2/6$. Since $y^2=(1+y)^2-2(1+y)+1$, the logarithmic part is
$$
-2(L_1-2L_2+L_3)=\frac{\pi^2}6-3\ln2+\frac12 .
$$
The terms in $\ln2$ cancel, leaving $I=6(\pi^2/6-3/2)=\pi^2-9$. Therefore
$$
\sigma_3v=\frac43(\pi^2-9)\alpha^3,\qquad
\boxed{\frac{\sigma_3}{\sigma_2}=\frac{4(\pi^2-9)}{3\pi}\alpha\simeq\frac1{371}}. \tag{5}
$$

To restore units, multiply the rates by $(\hbar/mc)^2c$. They become $\sigma_2v=7.48\times10^{-15}\ \mathrm{cm^3/s}$ and $\sigma_3v=2.01\times10^{-17}\ \mathrm{cm^3/s}$. With $r=2.69\times10^{-3}$ for their ratio, three-photon events form $r/(1+r)=0.269\%$ of the two channels together. These are leading-order values, without radiative corrections. Direct integration of the Dirac amplitudes gives $I=0.869604$, in agreement with $\pi^2-9$; see the numerical output.

## (e) The spin weight

*Explain the factor 3 relating the unpolarized ratio to the ratio per spin state. What replaces it when the beams have polarization vectors $\mathbf P_-$ and $\mathbf P_+$?*

**Answer.** Unpolarized, uncorrelated spins populate the singlet and each of the three triplet states with probability $1/4$. Let $R_s$ be the two-photon rate coefficient of a singlet pair and $R_t$ the three-photon coefficient of a triplet pair, averaged over its three states. Then
$$
\sigma_2v=\tfrac14R_s,\qquad \sigma_3v=\tfrac34R_t,\qquad
\frac{\sigma_3}{\sigma_2}=3\,\frac{R_t}{R_s}.
$$
From (2) and (5),
$$
R_s=4\pi\alpha^2,\qquad R_t=\frac{16}{9}(\pi^2-9)\alpha^3,\qquad
\frac{R_t}{R_s}=\frac{4(\pi^2-9)}{9\pi}\alpha\simeq\frac1{1114}.
$$
The 3 counts initial states. It is neither the number of photons nor an enhancement of any one triplet state. The smallness of $R_t/R_s$ comes from the extra power of $\alpha$ and the factor $4(\pi^2-9)/(9\pi)$.

For polarized beams, the singlet projector is $(1-\boldsymbol\sigma_-\cdot\boldsymbol\sigma_+)/4$. Uncorrelated spins have $\langle\boldsymbol\sigma_-\cdot\boldsymbol\sigma_+\rangle=\mathbf P_-\cdot\mathbf P_+$, so the populations are
$$
f_s=\frac{1-\mathbf P_-\cdot\mathbf P_+}{4},\qquad
f_t=1-f_s=\frac{3+\mathbf P_-\cdot\mathbf P_+}{4}.
$$
The distribution of $f_t$ among the triplet states does not affect the total rate. After integration over all photon directions, the tensor $\sum V_aV_b^*$ has no preferred direction and must be proportional to $\delta_{ab}$. Thus the weight 3 becomes
$$
w=\frac{f_t}{f_s}=\frac{3+\mathbf P_-\cdot\mathbf P_+}{1-\mathbf P_-\cdot\mathbf P_+}.
$$

For parallel polarizations 0.80 and 0.60, the dot product is 0.48. Then $f_s=0.13$, $f_t=0.87$ and $w=0.87/0.13=6.69$. The ratio rises to $6.69/1114$, or about $1/166$. Fully polarized parallel spins are pure triplet, so the two-photon rate vanishes at threshold and, for plane waves, the ratio diverges as $v\to0$. At small finite $v$ such pairs still give two photons, at a rate coefficient of order $\alpha^2v^2$. The ratio is then finite, provided that photons below a fixed minimum energy are excluded from the three-photon rate; part (f) explains why this is needed. The divergence does not survive the Coulomb attraction. This two-photon channel is a P wave, and its Coulomb factor exceeds the factor $|\psi(0)|^2$ of part (f) by $1+\alpha^2/v^2$. Thus $v^2$ is replaced by $v^2+\alpha^2$, and the ratio levels off at order $1/\alpha$, about 170 for spins along $\mathbf v$. Fully polarized antiparallel spins give $w=1$: such a pair is half singlet and half triplet.

## (f) Limits of the result

*Discuss finite velocity, soft photons, Coulomb attraction and positronium formation.*

**Answer.** At order $v^2$ the rate coefficient depends on the frame in which $v$ is defined. In the centre-of-mass frame, with $v$ the sum of the two speeds, the plane-wave $\sigma_2v$ at $v=0.05c$ exceeds its threshold value by $6.2\times10^{-4}$ of that value, which is close to $v^2/4$. In the electron rest frame the invariant integral is the same, but $E_-E_+$ is $\gamma=2E^2-1\simeq1+v^2/2$ instead of $E^2\simeq1+v^2/4$, where $E$ is the centre-of-mass energy of each particle. The coefficient is then smaller by a factor $1-v^2/4$, and the correction of order $v^2$ cancels. The three-photon channel needs more care, because a moving pair can radiate a soft photon while annihilating into two hard ones.

When a soft photon is attached to the incoming electron line, the propagator gives $-(p\cdot e)/(p\cdot k)$; the positron line gives the opposite sign. For small velocities the sum has magnitude $|\mathbf v\cdot\mathbf e|/\omega$, with $\mathbf v$ the relative velocity. The polarization sum is $v^2\sin^2\theta/\omega^2$, where $\theta$ is measured from $\mathbf v$. The contribution relative to $\sigma_2$ is
$$
e^2\int\frac{d^3k}{(2\pi)^32\omega}\frac{v^2\sin^2\theta}{\omega^2}
=\frac{e^2v^2}{16\pi^3}\frac{8\pi}{3}\int\frac{d\omega}\omega
=\frac{2\alpha v^2}{3\pi}\ln\frac{\omega_{\max}}{\omega_{\min}} .
$$
The formula needs both energies well below 1 in the present units. This emission comes from the singlet and the regular amplitude of part (b) from the triplet, so at this order their rates add. The soft term is the larger of the two only for $\omega$ below about $v/3$. At $v=0.05c$ the term is $3.9\times10^{-6}$ of $\sigma_2$ per unit of logarithm, or $0.14\%$ of the threshold $\sigma_3$.

A three-photon cross section at finite $v$ therefore needs a lower photon energy $\omega_{\min}$. Hold it fixed, let $v\to0$, and then let $\omega_{\min}\to0$. The second limit is harmless: $F$ stays bounded at the soft corners of the energy triangle, and the excluded area there is of order $\omega_{\min}^2$.

Plane waves require $\pi\alpha/v\ll1$, and the threshold amplitudes require $v\ll1$. For an incident wave of unit density, the Coulomb attraction changes the pair's wave function $\psi$ at contact from $|\psi(0)|^2=1$ to
$$
|\psi(0)|^2=\frac{X}{1-e^{-X}},\qquad X=\frac{2\pi\alpha}{v},
$$
which is about $1+\pi\alpha/v$ when $X$ is small. At $v=0.05c$ it equals 1.53, so there the attraction matters far more than the $v^2$ correction above, and the plane-wave rates are too small. Near contact, $\psi$ varies appreciably only over the shorter of the distances $1/\alpha$ and $1/v$, which is much larger than the annihilation range of order 1. At leading order both rates are multiplied by the same spin-independent $|\psi(0)|^2$, which cancels in (5).

Equation (5) compares direct annihilation rates, not the final yields of bound positronium. Slow free pairs do form positronium by emitting a photon, with $\sigma v=\frac43\alpha\omega^3|\langle1s|\mathbf r|\psi\rangle|^2$ for the ground state and $\omega=(v^2+\alpha^2)/4$. At $v=0.05c$ this rate is 12 times the Coulomb-corrected $\sigma_3v$ and 3% of the corrected $\sigma_2v$; at $v=0.01c$ it exceeds $\sigma_2v$. Observed photon yields at such speeds are therefore not given by (5) alone. Suppose ground-state atoms form with statistical spin populations and are left undisturbed. At leading order each singlet atom eventually gives two photons and each triplet atom three, however slowly. The yields are then in the ratio 3 to 1 in favour of three photons. In direct annihilation the slow triplet channel competes at its small rate; in isolated atoms it has time to finish.

## Calculated quantities

```
fine-structure constant alpha = 0.007297353 (dimensionless)
1/alpha = 137.035999 (dimensionless)
2-photon singlet strength / e^4 = 16.000000 (dimensionless)
2-photon triplet strength / e^4 = 8.9e-32 (dimensionless)
test photon energies = [0.55 0.67 0.78] electron masses
3-photon singlet strength / e^6 = 1.8e-31 (mass^-2)
3-photon triplet strength / e^6 = 108.134414 (mass^-2)
64 F at test energies = 108.134414 (mass^-2)
I from amplitudes = 0.869604401 (dimensionless)
pi^2 - 9 = 0.869604401 (dimensionless)
unpolarized 2-photon sigma*v = 7.478839e-15 cm^3/s
unpolarized 3-photon sigma*v = 2.014235e-17 cm^3/s
unpolarized 2-photon sigma*v = 1.672941e-04 natural units
unpolarized 3-photon sigma*v = 4.505640e-07 natural units
singlet-state 2-photon sigma*v = 6.691763e-04 natural units
mean triplet-state 3-photon sigma*v = 6.007520e-07 natural units
triplet/singlet ratio per state = 8.977485e-04
inverse ratio per state = 1113.898
spin weight from unpolarized rates = 3.000000
unpolarized 3/2-photon ratio = 2.693245e-03
ratio from closed formula = 2.693245e-03
inverse unpolarized ratio = 371.299
3-photon fraction of 2- plus 3-photon events = 2.686011e-03
electron polarization = 0.80
positron polarization = 0.60
polarized singlet fraction = 0.130000
polarized triplet fraction = 0.870000
polarized spin weight = 6.692308
polarized 3/2-photon ratio = 6.008009e-03
inverse polarized ratio = 166.444
relative velocity in correction test = 0.050 c
relative change of 2-photon sigma*v = 6.240626e-04
soft-photon term per unit logarithm / sigma_2 = 3.872334e-06
same soft term / threshold sigma_3 = 1.437795e-03
```
